Following and Testing Coexisting Oscillations in Amplitude-Modulated Force Microscopy

**The decision**

To compute an amplitude–distance curve for a vibrating force microscope, you must choose what to hold fixed between one solution and the next. You can lower the probe by a set height and restart from the last orbit, or you can follow the solution curve by its arclength. You must also decide whether to test the stability of each orbit. These choices settle whether the calculation returns one oscillation or all those connected to it, and whether you learn if a returned orbit could persist in an experiment.

Electronic-structure programs offer a stability analysis for a related reason: a converged self-consistent solution is stationary, but need not be a minimum. Here the object is a periodic orbit of a damped, driven lever, so the test uses the growth of a disturbance over one period instead of an energy Hessian.

**The model and its signs**

Let z be the tip deflection, positive away from the sample, zc the rest height and d = zc + z the gap. One flexural mode has stiffness k, quality factor Q and angular frequency ω0. It is driven at ω0. With τ = ω0t and a prime for d/dτ,

k(z'' + z'/Q + z) = (kA0/Q) cos τ + f(d).

The drive is written so that A0 is the free amplitude. For f = 0, z = A0 sin τ makes z'' + z vanish, and z'/Q = (A0/Q) cos τ matches the drive. The free phase lag is therefore 90°.

The tip force combines van der Waals attraction with DMT contact:

f = −HR/(6d²), for d > a0,

f = −HR/(6a0²) + κ(a0 − d)^(3/2), for d ≤ a0,

κ = (4/3)E*√R.

H is the Hamaker constant, R the tip radius, E* the effective modulus and a0 the gap at which contact begins. The force is conservative. It is continuous at a0, but its slope jumps from HR/(3a0³) outside contact to zero just inside.

**From a periodic orbit to algebraic equations**

Write the orbit as

z = u0 + Σ (a_n cos nτ + b_n sin nτ).

Differentiation gives z' = Σ n(b_n cos nτ − a_n sin nτ), while z'' multiplies each harmonic by −n². With ⟨…⟩ the average over a period, projection on 1, 2cos nτ and 2sin nτ gives

k u0 − ⟨f⟩ = 0,

k[(1−n²)a_n + n b_n/Q] − 2⟨f cos nτ⟩ − (kA0/Q)δ_n1 = 0,

k[(1−n²)b_n − n a_n/Q] − 2⟨f sin nτ⟩ = 0.

Newton's method also needs averages such as 2⟨f' cos mτ cos nτ⟩, where f' = df/dd. Split these integrals at the times when d = a0. Moving a split point adds no boundary term to the derivative of the force average, because f has the same value on both sides.

The reason for splitting is quantitative. The adhesion force in the example below is 9.18 nN at a0 = 0.165 nm, so the slope jump is 2 × 9.18/0.165 = 111 N/m. On a uniform grid of N times, one sample crossing a0 changes a fundamental matrix element by up to 2 × 111/N N/m. For N = 1000 this is 0.22 N/m, larger than the damping element k/Q = 40/400 = 0.1 N/m. Such an error can change the sign of the determinant near a fold.

**Why arclength passes a fold**

Call the residual r(u, zc), with u the list of Fourier coefficients. Along a solution curve with arclength s, r stays zero, so

J u_s + r_zc zc_s = 0, where J = ∂r/∂u.

At a fold zc_s = 0. The tangent has unit length, so u_s is nonzero and J u_s = 0. J is then singular, and Newton's method at fixed height loses its footing.

Arclength continuation adds zc to the unknowns and one further equation:

t · (y − y_pred) = 0, with y = (u, zc).

Here t is the previous unit tangent and y_pred = y_old + t Δs. To see why this cures the singularity, suppose the enlarged matrix sends a vector v to zero. Its upper rows require v to be a multiple of the local tangent t_new, provided the curve is regular, meaning that [J, r_zc] has a one-dimensional null space. The last row requires t · v = 0. If t · t_new ≠ 0, then v = 0 and the matrix is invertible.

The determinant also protects against reversal. It is linear in its last row and vanishes when that row is perpendicular to t_new, so it equals C(t · t_new), where C is its value with t_new as last row. C keeps its sign along a continuously oriented regular curve. If a step lands on the far side of a narrow fold and the tangent is chosen by t · t_new > 0, the direction of travel is reversed and the sign changes. Such a step should be rejected and shortened.

**What the stability test measures**

Add a small disturbance y(τ) to the orbit. Subtracting the two equations of motion and keeping first order gives

y'' + y'/Q + (1 − f'/k)y = 0.

No jump matrix is needed at contact, because the acceleration itself is continuous there. The equation holds even if the tip only grazes a0, but the neglected terms then grow as the 3/2 power of the disturbance instead of its square.

Let M carry (y, y') through one period. Its eigenvalues μ are the Floquet multipliers, and the orbit is stable when both lie inside the unit circle. For two solutions y1 and y2, W = y1y2' − y2y1' obeys

W' = y1y2'' − y2y1'' = −W/Q,

since the stiffness terms cancel. Hence

det M = μ1μ2 = exp(−2π/Q).

A complex pair therefore has modulus exp(−π/Q) < 1 and is stable. In this model instability must come through real multipliers, at +1 or −1.

A fold gives +1. Differentiate the equation of motion along the solution curve:

k(z_s'' + z_s'/Q + z_s) = f'(d)(zc_s + z_s).

At zc_s = 0 this is the disturbance equation, and z_s is a nonzero periodic solution, so μ = 1. Conversely, a periodic disturbance at a regular point supplies a tangent with zc_s = 0. The height then turns if its second derivative along the curve is nonzero. A multiplier of −1 would mark period doubling and would not show up as a turn in height, which is why counting folds does not replace the stability test.

**A two-variable theory of the branches**

When the lever is weakly damped and the tip force changes its motion little in one period, amplitude A and phase lag φ vary slowly. Set θ = τ − φ, let D be the mean gap, and write the oscillating part as x = A cos θ. Demand x' = −A sin θ. Since θ' = 1 − φ', direct differentiation of x gives the condition

A' cos θ + Aφ' sin θ = 0.

Differentiating x' gives

x'' + x = −A' sin θ + Aφ' cos θ = P,

P = (A/Q) sin θ + (A0/Q) cos(θ+φ) + f/k,

apart from a constant that drops out of the averages below. Multiply the condition by cos θ and the second equation by −sin θ, then add: A' = −P sin θ. Multiplying instead by sin θ and cos θ gives Aφ' = P cos θ.

Now average over θ. The gap D + A cos θ is even in θ, so ⟨f sin θ⟩ = 0. Also ⟨cos(θ+φ) sin θ⟩ = −(sin φ)/2 and ⟨cos(θ+φ) cos θ⟩ = (cos φ)/2. Therefore

A' = (A0 sin φ − A)/(2Q),

φ' = (G + A0 cos φ)/(2QA),

G(A,D) = (2Q/k)⟨f cos θ⟩.

A steady orbit has A = A0 sin φ and G = −A0 cos φ. Squaring and adding,

A² + G² = A0².

Attraction is strongest when cos θ = −1. There f is negative, so its contribution to G is positive and φ > 90°. When repulsion dominates the average, G < 0 and φ < 90°. One amplitude thus allows two phases, φ and 180° − φ.

For stability, multiply the rates by 2Q and differentiate at the orbit. The matrix has rows (−1, −G) and (G_A/A, −1), where G_A = ∂G/∂A at fixed D. The term from differentiating 1/A vanishes because G + A0 cos φ = 0. The eigenvalues obey (λ+1)² = −G G_A/A, so

λ = −1 ± √S, S = −G G_A/A, μ ≈ exp(πλ/Q).

The orbit is stable for S < 1. Differentiating A² + G² = A0² along the curve gives

dD/dA = −A(1−S)/(G G_D).

D therefore turns at S = 1 when G and G_D are nonzero: fold and loss of stability agree in this theory too.

**The limit without contact**

For D − A > a0 the average can be done in closed form. With q = tan(θ/2),

⟨1/(D+A cos θ)⟩ = (2/π)∫₀^∞ dq/[(D+A) + (D−A)q²] = (D²−A²)^(−1/2).

Differentiating with respect to A and changing sign gives

⟨cos θ/(D+A cos θ)²⟩ = −A/(D²−A²)^(3/2).

Multiplying by −HR/6 and by 2Q/k,

G = QHRA/[3k(D²−A²)^(3/2)].

Both G and G_A are positive, so S < 0. At this order, every orbit without contact is stable. Within this theory, the attractive branch can lose stability by a fold only after contact begins. The full equation also allows static snap-in at small amplitude: the force gradient HR/(3d³) exceeds k at gaps below (HR/3k)^(1/3), which is 0.23 nm in the example below and lies outside contact.

This also gives a rough condition for the attractive branch to be interrupted. At D − A = a0 and A ≫ a0, D² − A² ≈ 2Aa0 and

G ≈ c/√A, c = QHR/[3k(2a0)^(3/2)].

At fixed A, G rises from zero to this value as the probe comes in from far away. A solution without contact exists if c² ≥ A(A0²−A²). The right side is largest where A0² = 3A², with value 2A0³/(3√3). Noncontact solutions are therefore missing over a range of amplitudes when

A0 > (3√3c²/2)^(1/3).

For the example, QHR/(3k) = 400 × 1.5/120 = 5 nm³, so c² = 25/0.33³ = 696 nm³ and the threshold is about 12 nm. The chosen A0 = 15 nm lies above it. Light contact can raise G further, so this is an estimate of the threshold.

**Example: a silicon probe on CeO2**

The inputs are k = 40 N/m, Q = 400, a frequency of 300 kHz, A0 = 15 nm, R = 10 nm and H = 1.5×10⁻¹⁹ J. Thus HR = 1.5 nN nm². The assumed moduli give E* = 97 GPa. The orbit is computed with 32 harmonics, starting at zc = 20 nm.

The curve folds at zc = 12.67 nm and 15.03 nm, leaving a coexistence window of 2.36 nm. At the refined folds, |Q ln μ/π| for the critical multiplier is 0.006 and 0.02. It should be zero, and 1 is the natural damping rate on this scale.

At mid-window, zc = 13.85 nm, there are three orbits on the curve:

- Attractive: A = 13.67 nm, φ = 114.3°, closest gap 0.181 nm, stable.
- Saddle: A = 13.77 nm, φ = 113.4°, closest gap 0.082 nm, unstable.
- Repulsive: A = 13.85 nm, φ = 67.5°, closest gap −0.012 nm, stable.

The negative gap belongs to the contact law's reference height and means an indentation of 0.165 + 0.012 = 0.177 nm. The two stable amplitudes differ by 0.19 nm, or 1.4% of the attractive value, but their phases differ by 47°. The force at closest approach changes from −7.6 to +21 nN. Phase is therefore the clearer label of the branch in this example.

Energy balance explains the phases. Multiply the equation of motion by z' and average. The terms zz', z''z' and f z' are total derivatives and vanish, leaving

A0 b1 = Σ n²A_n², with A_n² = a_n² + b_n².

Since b1 = A sin φ, weak higher harmonics give sin φ ≈ A/A0. For the attractive orbit 13.67/15 = 0.911 = sin 114.3°; for the repulsive orbit 13.854/15 = 0.924 = sin 67.46°.

The saddle has multipliers 0.950 and 1.036. A disturbance along its unstable direction grows by a factor e in 1/ln 1.036 ≈ 28 periods, about 0.09 ms. Both stable orbits have complex pairs of modulus 0.992, so disturbances decay by e in Q/π = 127 periods, or 0.42 ms. As a separate test, the saddle state was displaced both ways along its unstable direction, by 0.1 in the combined norm of z in nm and z' in nm/rad. Time integration ended at 13.67 nm and 114.3° for one sign and at 13.85 nm and 67.5° for the other.

On approach, the attractive branch ends at A = 12.54 nm. At the same height the repulsive orbit has A = 12.68 nm, and the phase drops from 123° to 58°. On retraction, the high-amplitude branch ends at A = 15.00 nm and the attractive orbit has 14.73 nm, with the phase rising from 90.4° to 100.9°. The last stretch of the "repulsive" branch thus has φ slightly above 90°. The averaged theory shows why: a fold needs −G G_A = A, hence G > 0 when G_A < 0. The sign of φ − 90° and the branch label do not coincide at that end.

**How far to trust the averaged theory**

It gives the correct stability of all three orbits, and the growth rate at the saddle to about 1%. Around a stable orbit the decay rate is also right, but amplitude and phase oscillate as they decay, with frequency √|S|/(2Q) in units of ω0, and this is off by about 10% for the attractive orbit and 20% for the repulsive one. To compare S itself, take its full value from the computed multipliers through √S = Q(ln μ1 − ln μ2)/(2π). The full and averaged values of S are −23.7 and −28.4 for the attractive orbit, 30.5 and 31.1 for the saddle, and −71.6 and −45.8 for the repulsive orbit. Among these three orbits the largest error is 36% of the full value; near a fold, where S changes rapidly and passes through 1, the relative error can be much larger. When Q is raised 20 times and the tip force lowered 20 times, with the mean gap held nearly fixed, the largest error falls to 1.9%. This supports the averaged formula as a weak-force limit, and shows that the example is not deep inside that limit.

The averaged equation also warns of a missing piece. At A = 2, 8 and 14.5 nm it has 3, 1 and 3 solutions in the scanned range of mean gap, from A − 0.5 to A + 1 nm. The extra pair at 2 nm belongs to a low-amplitude region that the path from free oscillation, followed down to zc = 6.9 nm, did not reach. Its existence in the full equation was not examined.

**Choosing the settings**

- To imitate a slow sweep, change the height in small steps, integrate in time until the transient has died at each height, and sweep in both directions. Newton's method restarted at each height is no substitute: it does not follow the motion, and can land on the saddle or change branch before the fold. Agreement of the two sweeps does not exclude a disconnected branch.
- Use arclength when you need the folds or the saddle. Limit the step by the distance between neighbouring branches. Here the attractive orbit and the saddle are 0.24 nm apart in (a1, b1) at mid-window. The largest step was 0.12 nm, and the smallest accepted step was below 0.0001 nm.
- Keep the stability test on. Newton's method can converge to the saddle as readily as to a stable orbit if started near it.
- In time integration with S < 0, reducing a small disturbance a thousandfold takes about (Q/π) ln 1000 = 880 periods here. For 0 < S < 1 the slow rate is proportional to 1 − √S, so the wait grows without limit at a fold.
- Seed a separate calculation wherever the averaged equation predicts solutions that the path has not visited.

**The model beside a real measurement**

The inputs are rough values for a stiff silicon probe over a CeO2 film in dry gas, not a fitted instrument. Humidity would break the assumption of a dry contact. A water meniscus could add about 9 nN, roughly as much as the dry adhesion of 9.2 nN. If this is represented crudely by doubling HR, which leaves out the energy lost as a meniscus forms and breaks, c² grows fourfold and the estimated threshold amplitude rises from 12 to 19 nm, above the 15 nm used here. The interruption of the attractive branch could then disappear. Contact is also severe: the peak pressure on the repulsive orbit is 8.2 GPa, and the indentation is smaller than an atomic spacing, so wear and atomic structure may matter. Losing the whole work of adhesion in each contact would cost 5.1 eV per cycle, against 376 eV lost to the gas; at unchanged amplitude this raises sin φ by 1.3% and moves the repulsive phase by about 2°. Thermal motion of the free lever is 0.010 nm rms. On the attractive orbit it is larger, because the tip force turns a small change of amplitude into a large change of phase: the same thermal noise spreads (a1, b1) by roughly 0.08 nm rms, mostly along the phase direction. The spread in amplitude stays small, about 0.007 nm. At mid-window the saddle lies about 0.22 nm away along the phase direction, three times the spread there, but 0.10 nm away in amplitude, more than ten times the spread there. Thermal escape at mid-window is therefore very unlikely. The distance to the saddle shrinks to zero at the fold, so noise can trigger a jump somewhat before the computed end of a branch. How early depends on the time spent at each height; for dwell times of milliseconds it is of the order of 0.1 nm in height at the lower fold. The numerical output below gives the remaining values.

Calculated quantities

```
k = 40.0 N/m, Q = 400, f0 = 300 kHz, A0 = 15.0 nm
R = 10.0 nm, H = 1.50e-19 J, a0 = 0.165 nm, T = 295.0 K
Si: E = 160.0 GPa, nu = 0.27; CeO2: E = 200.0 GPa, nu = 0.3
effective modulus E* = 96.7 GPa, kappa = 407.6 nN/nm^1.5
adhesion force HR/(6 a0^2) = 9.18 nN
harmonics = 32, path points = 380, steps 7.6e-05 to 0.12 nm
path heights: from 20.00 to 6.93 nm
fold ending attractive branch: zc = 12.669 nm
fold ending repulsive branch: zc = 15.027 nm
coexistence width = 2.359 nm
|Q ln(mu)/pi| at folds = 6.2e-03, 1.9e-02
approach jump: A 12.537 -> 12.684 nm, phase 123.30 -> 57.74 deg
  closest gap 0.1337 -> -0.0220 nm
retraction jump: A 15.000 -> 14.732 nm, phase 90.41 -> 100.85 deg
  closest gap 0.0254 -> 0.2959 nm
mid-window height zc = 13.848 nm
attractive: A = 13.669 nm, phase = 114.32 deg, gap = 0.1810 nm
  force at closest gap = -7.63 nN, contact fraction = 0.0000
  multipliers = 0.99145+0.03793j, 0.99145-0.03793j; moduli = 0.99218, 0.99218
saddle: A = 13.767 nm, phase = 113.39 deg, gap = 0.0815 nm
  force at closest gap = 0.65 nN, contact fraction = 0.0351
  multipliers = 0.95009, 1.03613; moduli = 0.95009, 1.03613
repulsive: A = 13.854 nm, phase = 67.46 deg, gap = -0.0116 nm
  force at closest gap = 21.07 nN, contact fraction = 0.0503
  multipliers = 0.98999+0.06582j, 0.98999-0.06582j; moduli = 0.99218, 0.99218
exp(-2 pi/Q) = 0.984415, largest determinant error = 1.0e-13
largest orbit error against time integration = 1.4e-04 nm
saddle displaced by +/-0.1 (nm, nm/rad): final A, phase:
  A = 13.669 nm, phase = 114.32 deg
  A = 13.854 nm, phase = 67.47 deg
S attractive: full -23.70, averaged -28.43; weak force: -23.48, -23.69
S saddle: full 30.47, averaged 31.10; weak force: 30.21, 30.27
S repulsive: full -71.56, averaged -45.80; weak force: -74.97, -73.55
largest relative error of S: 0.360; with Q x 20 and force / 20: 0.0189
G without contact at A = 13.8, D = 14.2 nm: 1.8409 nm
averaged solutions at A = [2.0, 8.0, 14.5] nm: [3, 1, 3]
thermal rms motion = 0.0101 nm
distance to saddle (a1,b1): attractive 0.243, repulsive 10.777 nm
second mode: frequency ratio 6.267, motion 0.0061 nm
water meniscus force, if humid (0.072 N/m) = 9.05 nN
electrostatic force at 0.2 V, attractive gap = 0.0615 nN
repulsive orbit: indentation = 0.1766 nm, peak pressure = 8.18 GPa
work of adhesion = 0.1461 J/m^2, Tabor parameter = 0.172
air loss per cycle = 376.4 eV, full adhesion loss = 5.06 eV
```
